# How a dislocation in one of two overlapping lattices terminates moire fringes

## 1. Two rulers

Lay a film of parallel lines over a substrate of parallel lines. Over some width the substrate has 110 lines. The lower half of the film has 100 lines in that width and the upper half has 101, because one film line ends in the middle. That end is an edge dislocation whose Burgers vector is one line spacing.

A moire fringe is a place where film and substrate lines coincide. Between neighbouring coincidences the substrate gains one line on the film, so the number of fringes is the difference of the line counts:

\[
110-100=10\ \text{(below)},\qquad 110-101=9\ \text{(above)} .
\]

One fringe ends where one film line ends. Since the film is the coarser ruler here, the extra fringe lies on the side opposite the extra line.

For a crystal, "one line" becomes \(\mathbf g\cdot\mathbf b\), the number of planes of the set \(\mathbf g\) that end at a dislocation of Burgers vector \(\mathbf b\).

## 2. Conventions and result

The layers are viewed along their common normal \(z\). The film has reciprocal vector \(\mathbf g_1\) and the substrate \(\mathbf g_2\). Both lie in the layer plane, are nearly equal, and are measured in cycles per length, so \(|\mathbf g_i|=1/d_i\) with \(d_i\) the plane spacing. Define

\[
\mathbf K=\mathbf g_1-\mathbf g_2,\qquad D=1/|\mathbf K| .
\]

A film atom at \(\mathbf R\) in the perfect lattice sits at \(\mathbf r=\mathbf R+\mathbf u\) in the deformed one, and \(\mathbf u\) is regarded as a function of the present position \(\mathbf r\). The dislocation crosses the film but not the substrate, which is taken as undeformed. Its Burgers vector is defined by a counterclockwise circuit seen from \(+z\):

\[
\oint d\mathbf u=\mathbf b .
\]

The result is that the moire phase winds by \(-\mathbf g_1\cdot\mathbf b\) cycles on such a circuit, so a net number

\[
|N|,\qquad N=\mathbf g_1\cdot\mathbf b,
\]

of fringes ends at the dislocation. If \(\mathbf g_1\) is given in radians per length, divide by \(2\pi\).

## 3. The moire phase

The density of the perfect film is a Fourier series \(\rho_0(\mathbf R)=\sum_{\mathbf G}\rho_{\mathbf G}e^{2\pi i\mathbf G\cdot\mathbf R}\). Deformation carries each atom along, so

\[
\rho(\mathbf r)=J(\mathbf r)\sum_{\mathbf G}\rho_{\mathbf G}\,
e^{2\pi i\mathbf G\cdot[\mathbf r-\mathbf u(\mathbf r)]},
\]

where \(J>0\) is the local change of density. Strain has not been assumed small. On the cut where \(\mathbf u\) jumps by \(\mathbf b\), each term is multiplied by \(e^{-2\pi i\mathbf G\cdot\mathbf b}=1\), so the density is single-valued.

Let the beam diffracted by the film interfere with the beam diffracted by the substrate, with real positive amplitudes \(A_1,A_2\):

\[
I=\left|A_1e^{2\pi i\mathbf g_1\cdot(\mathbf r-\mathbf u)}+A_2e^{2\pi i\mathbf g_2\cdot\mathbf r}\right|^2
=A_1^2+A_2^2+2A_1A_2\cos\phi ,
\]

\[
\boxed{\;\phi(\mathbf r)=2\pi\left[\mathbf K\cdot\mathbf r-\mathbf g_1\cdot\mathbf u(\mathbf r)\right]\;}
\]

A constant phase between the beams shifts all fringes and is dropped. If the layers act as overlaid transparencies whose lines have the phases \(\alpha_1=2\pi\mathbf g_1\cdot(\mathbf r-\mathbf u)\) and \(\alpha_2=2\pi\mathbf g_2\cdot\mathbf r\), their product contains

\[
\cos\alpha_1\cos\alpha_2=\tfrac12\cos(\alpha_1-\alpha_2)+\tfrac12\cos(\alpha_1+\alpha_2),
\]

and the slow first term has the same phase \(\phi\).

**Spacing.** For perfect layers rotated by \(\alpha\),

\[
|\mathbf K|^2=\frac1{d_1^2}+\frac1{d_2^2}-\frac{2\cos\alpha}{d_1d_2}
\quad\Rightarrow\quad
D=\frac{d_1d_2}{\sqrt{d_1^2+d_2^2-2d_1d_2\cos\alpha}} .
\]

At \(\alpha=0\) this is \(d_1d_2/|d_1-d_2|\).

**Magnification.** A rigid film shift \(\delta\) along \(\mathbf g_1\) changes \(\mathbf g_1\cdot\mathbf u\) by \(\delta/d_1\) cycles. Each cycle moves the pattern by \(D\), so the fringes move by \(\delta D/d_1\).

## 4. The circuit

Take a closed counterclockwise path around the dislocation. The uniform part contributes nothing, because \(\oint\mathbf K\cdot d\mathbf r=0\). Hence

\[
\frac1{2\pi}\oint d\phi=-\mathbf g_1\cdot\oint d\mathbf u=-\mathbf g_1\cdot\mathbf b=-N .
\]

This is an integer. With \(\mathbf b=\sum_i n_i\mathbf a_i\), \(\mathbf g_1=\sum_i h_i\mathbf a_i^*\) and \(\mathbf a_i\cdot\mathbf a_j^*=\delta_{ij}\), we have \(N=\sum_i h_in_i\).

Both vectors must refer to the same state of strain. A uniform deformation \(F\) changes \(\mathbf b\) to \(F\mathbf b\) and \(\mathbf g_1\) to \(F^{-T}\mathbf g_1\), and the product is unchanged:

\[
(F^{-T}\mathbf g_1)^T(F\mathbf b)=\mathbf g_1^TF^{-1}F\mathbf b=\mathbf g_1\cdot\mathbf b .
\]

**From winding to fringe ends.** Fringes are the curves \(\phi=2\pi n\). Count a crossing as \(+1\) if \(\phi\) rises through \(2\pi n\) along the path and \(-1\) if it falls. The sum of the signs around the circuit is the winding, \(-N\). A fringe that enters the enclosed region and leaves again contributes \(+1-1=0\), because \(\phi\) is higher on one fixed side of the curve. A fringe cannot stop where \(\phi\) is smooth with nonzero gradient. Fringes may meet at an isolated point where the gradient vanishes, but if \(\phi\) is smooth there, the signs on a small circuit around that point sum to zero. The uncancelled crossings therefore belong to fringes that end at the core.

The elastic field can bend the fringes but cannot change this number. Two consequences follow:

- A circuit around several dislocations gives the sum of their \(N\), so opposite ones cancel.
- A dislocation lying wholly in the interface ends no fringe, because no circuit inside the film surrounds it.

## 5. Which side has more fringes

Let \(\mathbf g_1\), \(\mathbf K\) and \(\mathbf b\) lie along \(x\), with \(b>0\) and \(K=1/d_1-1/d_2\) carrying its sign. The isotropic edge field is

\[
u_x=\frac b{2\pi}\left[\theta+q\frac{xy}{r^2}\right],\qquad q=\frac1{2(1-\nu)},\quad -\pi<\theta\le\pi ,
\]

with \(\nu\) Poisson's ratio. Compare two horizontal lines from \(x=-W\) to \(x=W\), one just above the core and one just below, with \(W\) much larger than their height. The second term is then negligible at the ends. Above, \(\theta\) goes from \(\pi\) to 0 and \(u_x\) changes by \(-b/2\). Below, \(\theta\) goes from \(-\pi\) to 0 and \(u_x\) changes by \(+b/2\). With the upper sign for the upper line,

\[
\text{film planes}=\frac{2W}{d_1}\pm\frac N2,\qquad
\text{signed fringes}=2WK\pm\frac N2 .
\]

The extra planes are above. If the film has the smaller spacing, \(K>0\) and the extra fringes are also above. If the film has the larger spacing, \(K<0\), the visible number is \(2W|K|\mp N/2\), and the extra fringes are below.

## 6. How near the core the fringes stay ordered

The winding holds for a circuit of any size on which \(\phi\) is defined, but a count that ignores signs needs fringes that do not turn back. They turn back in a region near the core whose boundary passes through the point where \(\nabla\phi=0\). Differentiating \(u_x\),

\[
\partial_xu_x=\frac b{2\pi}\left[-\frac y{r^2}+q\frac{y(y^2-x^2)}{r^4}\right],\qquad
\partial_yu_x=\frac{bx}{2\pi r^4}\left[r^2+q(x^2-y^2)\right].
\]

The last bracket is \((1+q)x^2+(1-q)y^2\), which is positive for \(0\le\nu<1/2\), where \(q<1\). So \(\partial_y\phi=0\) requires \(x=0\). There

\[
\frac{\partial_x\phi}{2\pi}=K+\frac{N(1-q)}{2\pi y}=0
\quad\Rightarrow\quad
y_0=-\frac{N(1-2\nu)}{4\pi(1-\nu)K},
\]

using \(1-q=(1-2\nu)/[2(1-\nu)]\). On the \(y\) axis between the core and \(y_0\), the phase runs in the opposite direction to the distant pattern. The point lies on the side with fewer fringes, at a distance proportional to \(D\).

A count along a horizontal line is disturbed somewhat farther out, because it fails wherever \(\partial_x\phi\) changes sign on that line. Maximizing the dislocation's part of \(\partial_x\phi\) over \(x\) at fixed \(y\) shows that, on the same side, this happens up to the height

\[
\frac{|N|(1+q)^2}{16\pi q|K|},
\]

which is \(1.56\,|y_0|\) for \(\nu=0.25\). The ratio to \(|y_0|\) is \((1+q)^2/[8q(1-q)]\) and grows without bound as \(\nu\to1/2\), where \(y_0\to0\). The height itself stays between \(|N|D/4\pi\) and \(1.125\) times that value for \(0\le\nu<1/2\), so it is the better measure of the disturbed region.

## 7. Worked example: a diamond-structure film

Take \(a=0.56\) nm for a fully relaxed film and \(0.54\) nm for the substrate, viewed along [001]. In this view the atom columns form a square net of side \(d=a/\sqrt8\), the 220 spacing. Thus \(d_1=0.1980\) nm, \(d_2=0.1909\) nm, and for parallel layers

\[
D=\frac{a_1a_2}{\sqrt8\,(a_1-a_2)}=\frac{0.56\times0.54}{2.828\times0.02}\ \text{nm}=5.35\ \text{nm} .
\]

The magnification is \(D/d_1=27\). A rotation of 2° reduces \(D\) to 3.86 nm and leaves \(N\) unchanged.

For \(\mathbf b=\frac a2[uvw]\) and \(\mathbf g_1=(hkl)/a\), \(N=(hu+kv+lw)/2\):

| \(\mathbf b\) | \(N\) for \(220\) | \(N\) for \(2\bar20\) |
|---|---:|---:|
| \(\frac a2[110]\) | 2 | 0 |
| \(\frac a2[1\bar10]\) | 0 | 2 |
| \(\frac a2[101]\), \(\frac a2[10\bar1]\) | 1 | 1 |
| \(\frac a2[011]\), \(\frac a2[01\bar1]\) | 1 | −1 |

With \(x\) along [110] and \(y\) along \([\bar110]\), the two images give \(b_x=N_{220}d_1\) and \(b_y=-N_{2\bar20}d_1\). The component \(b_z\) stays hidden because both reciprocal vectors lie in the plane. \(N=0\) means that no fringe ends; the fringes may still bend.

**Counting fringes.** A model film was built by moving each atom of the perfect net by the edge field with \(\nu=0.25\) and \(\mathbf b=\frac a2[110]\). Fringes were counted from the atom positions by the method of Section 8, over a width \(9D=48.1\) nm at heights \(\pm2.5\) nm. Section 5 predicts \(9\mp1\). The count is 8 above and 10 below, while a window of 201 plane spacings holds 202 film planes above and 200 below. With the two lattice parameters exchanged, the plane counts stay at 202 and 200 and the fringe counts become 10 above and 8 below.

**Near the core.** For this \(\mathbf b\), \(N=2\) and \(K=-1/(5.35\ \text{nm})\), so

\[
y_0=\frac{2\times0.5\times5.35}{4\pi\times0.75}\ \text{nm}=0.57\ \text{nm} .
\]

A thin plate in plane stress has \(\nu\) replaced by \(\nu/(1+\nu)=0.20\), which gives 0.64 nm. Both distances are comparable with \(b=0.40\) nm, where linear elasticity is unreliable, so they indicate a size. Fringe counts should be taken several times farther out.

**Beside a real film.** These lattice parameters are round values in the rough regime of germanium on silicon, whose misfit is about 4%. Full relaxation is an idealization. At 80% relaxation the film parameter is 0.556 nm and \(D\) rises from 5.35 to 6.63 nm, about 24%, while \(N\) is unchanged. A real relaxed film also has a network of interface dislocations, which can modulate the fringes, and threading dislocations that may lie close together. A circuit then yields the \(N\) of one line if it encloses that line alone.

For 200 kV electrons the wavelength is \(\lambda=2.51\) pm. In a film of thickness \(t=10\) nm the diffracted beam moves sideways by about \(\lambda t/d_1=0.13\) nm, and the Fresnel blur is about \(\sqrt{\lambda t}=0.16\) nm. Both are at most about 3% of \(D\). Multiple scattering within a layer is omitted. It preserves the winding if it multiplies the two beams by smooth nonzero factors whose phases do not wind around the circuit.

## 8. Reading \(N\) from atom positions

Given film atoms at \(\mathbf r_j\), form

\[
S(\mathbf r)=\sum_j e^{-2\pi i\mathbf g_2\cdot\mathbf r_j}\,G_\sigma(\mathbf r-\mathbf r_j),
\]

where \(G_\sigma\) is a normalized Gaussian of standard deviation \(\sigma\). By Section 3, the sum contains waves at \(\mathbf G-\mathbf g_2\). A uniform wave of frequency \(\mathbf q\) is multiplied by \(e^{-2\pi^2\sigma^2q^2}\). Choosing \(\sigma\) above \(d\) and well below \(D\) keeps the wave at \(\mathbf K\) and suppresses the others, so \(S\) has phase \(\phi\) up to a constant. The example uses \(\sigma=0.6\) nm.

Sample \(S\) at points \(k\) along a closed counterclockwise circuit, several \(\sigma\) from the core, with phase steps well below half a cycle:

\[
N=-\frac1{2\pi}\sum_k\arg\frac{S_{k+1}}{S_k} .
\]

On a circle of radius 20 nm this gives the values in the table. For \(\frac a2[101]\), on a circle of radius 10 nm, the phase of \(S\) departs from the boxed formula by at most about 0.003 cycles when the same elastic field is used in both.

An intensity image contains \(\cos\phi\), hence both \(e^{i\phi}\) and \(e^{-i\phi}\). Keep the Fourier components around \(+\mathbf K\), provided they are separate from those around \(-\mathbf K\). The sign of \(N\) requires knowing the direction of \(\mathbf K\); its magnitude does not.

## 9. Inclined lines and partial dislocations

**Inclined line.** Let the line be tilted along \(x\), with projected length \(L\). As a model, give each depth the field of a perpendicular line centred where the inclined line passes. If the film reflection is at the Bragg condition, so that all depths of a perfect film add in phase, the film wave is then the depth average of \(e^{-2\pi i\mathbf g_1\cdot\mathbf u}\). On a distant circuit around the whole projection, the phases at all depths lie within a quarter cycle of the mid-depth phase. Their average cannot vanish, and its phase stays within a quarter cycle of the mid-depth phase, so the winding remains \(-N\).

The position of the end can be found for \(N=1\). At a point on the projection a distance \(x\) from its middle, slices with their core to the left occupy a fraction \(\frac12+x/L\), and those with their core to the right \(\frac12-x/L\). The angular part of \(\mathbf u\) puts these groups half a cycle apart. If it acted alone, the average would be proportional to

\[
\left(\tfrac12+\tfrac xL\right)-\left(\tfrac12-\tfrac xL\right)=\frac{2x}L ,
\]

which vanishes at the middle. The rest of the edge field has equal values at opposite displacements from the core, so the two groups still cancel there. For \(t=10\) nm and a 45° tilt, \(L=10\) nm. Numerical depth averaging for \(\frac a2[101]\) and \(\mathbf g_1=220\) gives winding −1 on a circle of radius 1 nm around the middle and 0 on one of radius 2 nm around an end of the projection. For \(N=1\) in this model, a circuit drawn around one end of the line therefore misses the fringe end unless it is wide enough to enclose the middle of the projection as well. For \(\frac a2[110]\), with \(N=2\), the two fringe ends lie about 1.2 nm to either side of the middle, and a circle of radius 1 nm around the middle has winding 0.

Away from the Bragg condition the depths are weighted by \(e^{2\pi isz}\), with \(s\) the excitation error. For a beam along [001] at 200 kV, \(|s|=\lambda/2d_1^2=0.032\) nm\(^{-1}\), or 0.32 cycles across 10 nm. The \(N=1\) end then moves roughly 0.7 nm off the middle. The winding on a distant circuit is unchanged unless \(st\) is near a nonzero integer, where the film wave vanishes (\(t\approx31\) nm).

**Partial dislocation.** If \(\mathbf b\) is not a lattice vector, \(N\) need not be an integer. For \(\frac a6[112]\) and \(220\),

\[
N=\frac{2\times1+2\times1+0\times2}{6}=\frac23 .
\]

The fringes then have a phase step across the stacking fault, which supplies what the integer count lacks. In an atom model with the fault perpendicular to the film and running along the in-plane part of \(\mathbf b\), a path of radius 20 nm that stops 1.6 nm from the fault on each side gathers −0.64 cycles. The edge field accounts for the shortfall from \(-2/3\). The path omits 0.08 rad at each end, and the \(xy/r^2\) term removes a further \(2q\times0.08=0.11\) rad, so the expected value is

\[
-\tfrac23\left[1-\frac{0.16+0.11}{2\pi}\right]=-0.64 .
\]

This geometry is a model. In a diamond-structure film the fault of \(\frac a6[112]\) lies on the inclined plane \((11\bar1)\), whose trace runs along \([1\bar10]\), perpendicular to the in-plane part of \(\mathbf b\). It projects as a band, so the step is spread over the width of that band.

All numerical values are calculated from the stated model.
